# Penetration Energy of Two Frozen Hydrogen Atoms: Attraction without Multipoles: test program

```python
"""Frozen-density electrostatic energy of two neutral hydrogen atoms.

Result under test (Hartree atomic units, nuclei a distance R apart):
    E(R) = exp(-2R) * (1/R + 5/8 - 3R/4 - R^2/6)
Each atom has the free density rho(r) = exp(-2r)/pi and a unit point nucleus.
phi : electrostatic potential of one whole neutral atom
W   : integral of the density of atom B times phi of atom A
L   : weakening of one nucleus-cloud attraction relative to point charges
K   : reduction of the cloud-cloud repulsion relative to point charges
E = phi(R) - W = 2L - K.  All multipole moments of each atom are zero.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto


def density(r):
    return np.exp(-2 * r) / np.pi


def phi(r):
    return np.exp(-2 * r) * (1 + 1 / r)


def w_formula(R):
    return np.exp(-2 * R) * (3 / 8 + 3 * R / 4 + R**2 / 6)


def energy(R):
    return np.exp(-2 * R) * (1 / R + 5 / 8 - 3 * R / 4 - R**2 / 6)


def repulsion_reduction(R):
    return np.exp(-2 * R) * (1 / R + 11 / 8 + 3 * R / 4 + R**2 / 6)


# Neutrality and the atomic potential, integrated from the density.
electrons = quad(lambda s: 4 * np.pi * s**2 * density(s), 0, 30)[0]
assert abs(electrons - 1) < 1e-9
for r in (0.3, 1.0, 3.0, 6.0):
    inside = quad(lambda s: 4 * np.pi * s**2 * density(s), 0, r,
                  epsabs=1e-13)[0]
    outside = quad(lambda s: 4 * np.pi * s * density(s), r, r + 25,
                   epsabs=1e-13)[0]
    assert abs(1 / r - inside / r - outside - phi(r)) < 1e-11

# Two-centre quadrature in prolate spheroidal coordinates.
u_nodes, u_weights = np.polynomial.laguerre.laggauss(12)
eta_nodes, eta_weights = np.polynomial.legendre.leggauss(12)


def w_quadrature(R):
    xi = 1 + u_nodes[:, None] / (2 * R)
    eta = eta_nodes[None, :]
    r_a = R * (xi + eta) / 2
    r_b = R * (xi - eta) / 2
    volume = 2 * np.pi * (R / 2)**3 * (xi**2 - eta**2)
    # exp(u) undoes the weight function of the Laguerre rule
    values = volume * density(r_b) * phi(r_a) * np.exp(u_nodes[:, None])
    return u_weights @ values @ eta_weights / (2 * R)


def energy_quadrature(R):
    return phi(R) - w_quadrature(R)


distances = (1.0, 1.4, 2.0, 3.0, 4.0, 6.0, 10.0)
for R in distances:
    assert abs(w_quadrature(R) / w_formula(R) - 1) < 1e-9
    assert abs(energy_quadrature(R) - energy(R)) < 1e-9 * phi(R)


# The three elementary integrals that make up W.
def near_far_integrals(R):
    near_in = quad(lambda r: (1 + r) * np.exp(-2 * r)
                   * (2 * (R - r) + 1) * np.exp(-2 * (R - r)), 0, R,
                   epsabs=1e-13)[0]
    near_out = quad(lambda r: (1 + r) * np.exp(-2 * r)
                    * (2 * (r - R) + 1) * np.exp(-2 * (r - R)), R, R + 12,
                    epsabs=1e-13)[0]
    far = quad(lambda r: (1 + r) * np.exp(-2 * r)
               * (2 * (R + r) + 1) * np.exp(-2 * (R + r)), 0, 12,
               epsabs=1e-13)[0]
    return near_in, near_out, far


for R in (0.7, 1.4, 3.0):
    closed = np.exp(-2 * R) * np.array([R + 1.5 * R**2 + R**3 / 3,
                                        0.5 + 3 * R / 8, 0.5 + 5 * R / 8])
    numeric = np.array(near_far_integrals(R))
    assert np.max(abs(closed - numeric)) < 1e-10
    combined = (numeric[0] + numeric[1] - numeric[2]) / (2 * R)
    assert abs(combined - w_quadrature(R)) < 1e-10


# Fully separate road: diagonalize the atom in Gaussians, then use
# molecular Coulomb integrals for every term of the definition.
exponents = [0.03 * 2.0**k for k in range(18)]
gaussian_basis = {"H": [[0, [a, 1.0]] for a in exponents]}


def gaussian_terms(R):
    mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, R)]], unit="Bohr",
                basis=gaussian_basis, verbose=0)
    n = len(exponents)
    with mol.with_rinv_origin((0, 0, 0)):
        inverse_r_a = mol.intor("int1e_rinv")
    kinetic = mol.intor("int1e_kin")
    overlap = mol.intor("int1e_ovlp")
    levels, orbitals = eigh((kinetic - inverse_r_a)[:n, :n],
                            overlap[:n, :n])
    c = orbitals[:, 0]
    cloud_nucleus = c @ inverse_r_a[n:, n:] @ c
    repulsion = mol.intor("int2e").reshape(2 * n, 2 * n, 2 * n, 2 * n)
    dm = np.outer(c, c)
    cloud_cloud = np.einsum("ijkl,ij,kl->", repulsion[:n, :n, n:, n:],
                            dm, dm, optimize=True)
    return levels[0], cloud_nucleus, cloud_cloud


largest_deviation = 0.0
for R in (1.0, 1.4, 2.0, 3.0, 4.0):
    atom_energy, attraction, repulsion_ee = gaussian_terms(R)
    e_gaussian = 1 / R - 2 * attraction + repulsion_ee
    deviations = (attraction - (1 / R - phi(R)),
                  repulsion_ee - (1 / R - repulsion_reduction(R)),
                  e_gaussian - energy(R))
    # remaining error: the finite Gaussian basis has no nuclear cusp
    assert max(abs(d) for d in deviations) < 2e-5
    largest_deviation = max(largest_deviation, abs(deviations[2]))
    if R == 3.0:
        e_gaussian_example = e_gaussian
assert abs(atom_energy + 0.5) < 1e-5

# One change of sign and one minimum, compared with direct quadrature.


def positive_roots(coefficients):
    roots = np.roots(coefficients)
    return [z.real for z in roots if abs(z.imag) < 1e-10 and z.real > 0]


zero_roots = positive_roots([-1 / 6, -3 / 4, 5 / 8, 1])
minimum_roots = positive_roots([1 / 3, 7 / 6, -2, -2, -1])
assert len(zero_roots) == 1 and len(minimum_roots) == 1
R0, R_min = zero_roots[0], minimum_roots[0]
assert abs(brentq(energy_quadrature, 0.5, 3.0) - R0) < 1e-8
search = minimize_scalar(energy_quadrature, bounds=(1.0, 4.0),
                         method="bounded", options={"xatol": 1e-8})
assert abs(search.x - R_min) < 1e-5
assert energy_quadrature(0.5 * R0) > 0
assert all(energy_quadrature(x) < 0 for x in np.linspace(1.01 * R0, 20, 60))


# Long range: the leading form is approached, with a slow 1/R correction.
def leading_ratio(R):
    return energy_quadrature(R) / (-R**2 / 6 * np.exp(-2 * R))


assert abs(leading_ratio(100.0) - 1) < 0.05
assert abs(leading_ratio(300.0) - 1) < 0.02

hartree_kj = (constants.physical_constants["Hartree energy"][0]
              * constants.N_A / 1000)
bohr_angstrom = constants.physical_constants["Bohr radius"][0] * 1e10

R = 3.0
i_near_in, i_near_out, i_far = near_far_integrals(R)
print(f"Example distance R = {R:.1f} bohr")
print(f"I1 (near limit, r < R) = {i_near_in:.8f} (atomic units)")
print(f"I2 (near limit, r > R) = {i_near_out:.8f} (atomic units)")
print(f"I3 (far limit) = {i_far:.8f} (atomic units)")
print(f"phi(R) = L = {phi(R):.8f} hartree")
print(f"W = {w_quadrature(R):.8f} hartree")
print(f"nucleus-nucleus 1/R = {1 / R:.8f} hartree")
print(f"each nucleus-cloud term -V = {-(1 / R - phi(R)):.8f} hartree")
print(f"cloud-cloud term J = {1 / R - repulsion_reduction(R):.8f} hartree")
print(f"2L = {2 * phi(R):.8f} hartree")
print(f"K = {repulsion_reduction(R):.8f} hartree")
print(f"E = {energy(R):.8f} hartree")
print(f"E = {energy(R) * hartree_kj:.3f} kJ/mol")
print(f"E from Gaussian integrals = {e_gaussian_example:.8f} hartree")
print(f"largest Gaussian deviation in E = {largest_deviation:.1e} hartree")
print(f"Gaussian atom energy = {atom_energy:.8f} hartree")
print("Table: R (bohr), 2L, K, E (hartree)")
for x in distances:
    print(f"{x:5.1f} {2 * phi(x):.5e} {repulsion_reduction(x):.5e} "
          f"{energy(x):+.5e}")
print("Ratio of E to its leading long-range form:")
for x in (10.0, 30.0, 100.0, 300.0):
    print(f"R = {x:.0f} bohr: {leading_ratio(x):.4f}")
print(f"sign change R0 = {R0:.5f} bohr")
print(f"sign change R0 = {R0 * bohr_angstrom:.4f} angstrom")
print(f"minimum at R = {R_min:.5f} bohr")
print(f"minimum at R = {R_min * bohr_angstrom:.4f} angstrom")
print(f"E at minimum = {energy(R_min):.8f} hartree")
print(f"E at minimum = {energy(R_min) * hartree_kj:.3f} kJ/mol")
print("all assertions hold")
```

It prints:

```
Example distance R = 3.0 bohr
I1 (near limit, r < R) = 0.06320818 (atomic units)
I2 (near limit, r > R) = 0.00402797 (atomic units)
I3 (far limit) = 0.00588704 (atomic units)
phi(R) = L = 0.00330500 hartree
W = 0.01022485 hartree
nucleus-nucleus 1/R = 0.33333333 hartree
each nucleus-cloud term -V = -0.33002833 hartree
cloud-cloud term J = 0.31980348 hartree
2L = 0.00661001 hartree
K = 0.01352986 hartree
E = -0.00691985 hartree
E = -18.168 kJ/mol
E from Gaussian integrals = -0.00691985 hartree
largest Gaussian deviation in E = 7.7e-08 hartree
Gaussian atom energy = -0.49999992 hartree
Table: R (bohr), 2L, K, E (hartree)
  1.0 5.41341e-01 4.45479e-01 +9.58625e-02
  1.4 2.08492e-01 2.10765e-01 -2.27314e-03
  2.0 5.49469e-02 7.40257e-02 -1.90788e-02
  3.0 6.61001e-03 1.35299e-02 -6.91985e-03
  4.0 8.38657e-04 2.44608e-03 -1.60743e-03
  6.0 1.43365e-05 7.39866e-05 -5.96501e-05
 10.0 4.53454e-09 5.28514e-08 -4.83169e-08
Ratio of E to its leading long-range form:
R = 10 bohr: 1.4065
R = 30 bohr: 1.1456
R = 100 bohr: 1.0446
R = 300 bohr: 1.0150
sign change R0 = 1.37841 bohr
sign change R0 = 0.7294 angstrom
minimum at R = 1.87249 bohr
minimum at R = 0.9909 angstrom
E at minimum = -0.01961061 hartree
E at minimum = -51.488 kJ/mol
all assertions hold
```
